Built-in Field of a Depleted Ferroelectric Capacitor with Unequal Electrodes

**Problem**

A ferroelectric film of thickness d = 10 nm lies between two metal electrodes. Electrode 1, at x = 0, has work function W₁ = 4.5 eV; electrode 2, at x = d, has W₂ = 5.0 eV. The film is fully depleted: its mobile charge is negligible, though it may hold fixed charge. A wire joins the electrodes and no voltage is applied.

(a) Calculate the magnitude of the built-in field and find its direction.

(b) The film contains ionized donors of uniform density N = 1×10¹⁸ cm⁻³. How do they change the field?

(c) Up to what thickness is such a film fully depleted, and what happens in a film of 300 nm?

(d) The polarization switches when the mean field reaches ±E_c, with E_c = 1 MV/cm. At which applied voltages does this happen?

(e) How do imperfect screening in the electrodes and interface dipoles alter the answer to (a)?

(f) Are tunnelling and breakdown a concern at short circuit, or under a drive of 2 V?

The remaining data are round values in the rough regime of ferroelectric hafnia films: relative permittivity εᵣ = 30, polarization P = ±20 µC/cm², electron affinity 2.5 eV, breakdown field 4 MV/cm and temperature of use 358 K. The density-of-states mass is 1.0 and the tunnelling mass 0.2 electron masses. Each metal has screening length λ = 0.05 nm and relative permittivity ε_m = 5.

**Solution**

**(a) The built-in field**

Fields and polarization are counted positive along +x, from electrode 1 to electrode 2. The elementary charge e is positive, and ε = ε₀εᵣ is the permittivity of the film without its switchable polarization P, which is held fixed. The electrodes are first taken to screen perfectly, so that their charge sits at their surfaces.

Let s₁ and s₂ be the electrode charges per area. The stack as a whole is neutral:

s₁ + s₂ + eNd = 0.

Gauss's law, applied from inside electrode 1 to the point x, gives the displacement

D(x) = s₁ + eNx.

Since D = εE + P, the field in the film is

E(x) = (s₁ + eNx − P)/ε.

The wire lets electrons pass between the metals until the energy is lowest. That energy has two parts. Charging the film at fixed P costs E dD = εE dE per volume, hence εE²/2. The other part is the binding of electrons in the metals. Electrode 1 holds −s₁/e extra electrons per area, each with energy −W₁ relative to an electron at rest just outside, which contributes (−s₁/e)(−W₁) = s₁W₁/e. Electrode 2 contributes s₂W₂/e in the same way. Per area,

U = ∫₀ᵈ (s₁ + eNx − P)²/(2ε) dx + (s₁W₁ + s₂W₂)/e.

Because s₂ = −eNd − s₁, a change of s₁ changes s₂ by the opposite amount. Therefore

dU/ds₁ = ∫₀ᵈ (s₁ + eNx − P)/ε dx + (W₁ − W₂)/e.

The integrand is E(x). The second derivative, d/ε, is positive, so the zero of dU/ds₁ is a minimum:

∫₀ᵈ E dx = (W₂ − W₁)/e = V_bi.

Here V_bi = 0.5 V is the built-in voltage. Dividing by d gives the mean field:

E_bi = (W₂ − W₁)/(ed) = 0.5 V/(10×10⁻⁹ m) = 5.0×10⁷ V/m.

**The built-in field is 50 MV/m, or 0.5 MV/cm.** It is positive, so it points from the electrode of low work function to the one of high work function.

The Fermi levels give the same sign. At equilibrium they are equal, and the energy of an electron at rest just outside each metal lies W above them. It is therefore higher by W₂ − W₁ at electrode 2. An electron has potential energy −eφ, so the electrostatic potential φ is lower there by V_bi, and the field points towards electrode 2. An ordinary voltmeter across the electrodes still reads zero, because it responds to the difference of the Fermi levels. The built-in voltage drives no steady current round the circuit.

Neither N nor P appears in the mean field. Numerical minimization of U for N = 0, 10¹⁸ and 2×10¹⁹ cm⁻³, each with P = 0 and ±20 µC/cm², reproduced E_bi to within one part in 10⁴. With perfect electrodes, a change of P is fully compensated by a change of electrode charge.

**(b) The effect of fixed charge**

The mean of E(x) over the film is

E_bi = (s₁ + eNd/2 − P)/ε.

Subtracting this from E(x) removes s₁ and P:

E(x) = E_bi + eN(x − d/2)/ε.

The donors tilt the field about the middle of the film. At the electrodes it differs from the mean by ∓eNd/(2ε), with the upper sign at electrode 1. The donor charge per area is

eNd = 1.60×10⁻¹⁹ C × 10²⁴ m⁻³ × 10⁻⁸ m = 1.60×10⁻³ C/m²,

which is 0.160 µC/cm². The tilt is then

eNd/(2ε) = 1.60×10⁻³/(2 × 30 × 8.854×10⁻¹²) V/m = 3.02 MV/m.

The field rises from 46.98 MV/m at electrode 1 to 53.02 MV/m at electrode 2, a departure of 6 % from the mean at either end. For P = 0 the electrode charges are 1.248 and −1.408 µC/cm². Together with the donor charge they add up to zero.

"Fully depleted" therefore does not mean "uniform field". The field is nearly uniform when

eNd/(2ε) ≪ E_bi.

The tilt grows in proportion to N. At 50/3.02 ≈ 17 times the present density it equals the mean, and the field at electrode 1 vanishes. At still higher density it points the other way there, while the mean remains 50 MV/m.

If the fixed charge is not uniform, eNx is replaced by the charge per area accumulated between 0 and x. The derivative dU/ds₁ keeps its form, so the mean field is again V_bi/d. The local field depends on where the charge sits.

**(c) The limit of full depletion**

Let u(x) be the height of the conduction-band edge above the common Fermi level. If the interfaces add no dipole, its values at the electrodes are the barriers

B₁ = 4.5 − 2.5 = 2.0 eV and B₂ = 5.0 − 2.5 = 2.5 eV.

For a non-degenerate film the density of mobile electrons is

n = N_c exp(−u/kT),

where N_c = 3.27×10¹⁹ cm⁻³ is the effective density of states at 358 K. A neutral region, if there is one, has n = N, which fixes its band edge:

u_n = kT ln(N_c/N) = 0.108 eV.

Here all donors are taken to be ionized, also in the neutral region. That requires shallow donor levels. Oxygen vacancies in real hafnia are deep, so the limit found below belongs to this model and is not a prediction for such films.

In a depleted layer the charge density is eN. Poisson's equation reads d²φ/dx² = −eN/ε. Since u follows −eφ,

d²u/dx² = e²N/ε.

Suppose a neutral region begins at x = w₁. There u = u_n, and the slope of u is zero because the field vanishes. Integrating twice from that point towards electrode 1 gives

u(x) = u_n + e²N(w₁ − x)²/(2ε).

Setting u(0) = B₁ and solving for w₁,

w₁ = √[2ε(B₁ − u_n)/(e²N)] = 79.2 nm.

The same steps at electrode 2, with B₂ in place of B₁, give w₂ = 89.1 nm. A neutral region fits between the two layers if d exceeds

w₁ + w₂ = 168.3 nm.

The sharp edge of the layers is an approximation, since the electron density really changes smoothly. A solution of Poisson's equation that includes the mobile electrons supports the criterion. At 0.8 times this thickness n stays below 10⁻³ N everywhere, and at 1.2 times it exceeds 0.8 N somewhere in the film.

The 10 nm film is far below the limit. By part (b) the field is positive throughout, so u rises from electrode 1 to electrode 2 and is lowest at electrode 1, where it equals 2.0 eV. The largest ratio n/N is 2.3×10⁻²⁷, which is zero for any practical purpose.

In a 300 nm film the formula V_bi/d still gives the correct mean, 1.667 MV/m, but this is not a field found through most of the film. The calculated field at the centre has a magnitude of only 3.9×10⁻⁴ MV/m. The voltage lies in the two contact layers, whose fields point in opposite directions because the band edge falls from each electrode into the film:

−(B₁ − u_n)/e + (B₂ − u_n)/e = −1.89 V + 2.39 V = 0.50 V.

A field of one sign through the whole thickness thus requires full depletion, but full depletion alone does not ensure it. By part (b), the tilt eNd/(2ε) exceeds the mean V_bi/d once d is larger than √[2εV_bi/(eN)] = 40.7 nm. From that thickness until shortly below 168.3 nm, where mobile electrons begin to appear, the film is fully depleted, yet the field near electrode 1 points the other way.

**(d) Shift of the switching voltages**

Let V_a be the voltage of electrode 1 relative to electrode 2. A source that delivers the charge s₁ does the work V_a s₁, so −V_a s₁ is added to U. The minimum condition becomes

∫₀ᵈ E dx − V_bi − V_a = 0,

and the mean field is

E = (V_a + V_bi)/d.

Setting E = ±E_c gives

V_a = ±E_c d − V_bi.

With E_c d = 10⁸ V/m × 10⁻⁸ m = 1.00 V, the switching voltages are

+1.00 − 0.50 = 0.50 V and −1.00 − 0.50 = −1.50 V.

Equal work functions would give ±1.00 V. The loop keeps its width, and its centre moves to −0.50 V. Such a shift is called imprint. The state +P, which lies along the built-in field, is favoured. The state −P must endure an opposing field of half the coercive field even when no voltage is applied.

At fixed E_c and fixed work functions, thinning the film makes this worse, since E_bi grows as 1/d. The built-in field reaches E_c at

d = V_bi/E_c = 0.5 V/(10⁸ V/m) = 5 nm.

Below that thickness, under this switching criterion and with perfect electrodes, −P could not be stored without an applied voltage.

**(e) Imperfect electrodes**

*Finite screening.* In a real metal the screening charge occupies a thin layer. In the linear screening model the potential approaches its bulk value as exp(−distance/λ). If δφ is the potential drop within the metal, the field at its surface is δφ/λ, and the displacement there is D = ε₀ε_m δφ/λ. Hence

δφ = DL/ε₀, with L = λ/ε_m = 0.05 nm/5 = 0.010 nm.

The displacement is s₁ at electrode 1 and s₁ + eNd at electrode 2. Because D varies linearly across the film, these two values add up to twice its mean, which is ε₀εᵣE + P, with E now the mean field. For equal screening in both electrodes the drops through metal, film and metal add up to

Ed + 2L(ε₀εᵣE + P)/ε₀ = V_a + V_bi.

Collecting the terms in E gives

E = (V_a + V_bi − 2LP/ε₀)/(d + 2Lεᵣ).

For L → 0 this returns to the result of part (d). A numerical solution of the whole metal–film–metal stack agreed with the formula to within 0.1 % of E_bi, for P = 0 and ±20 µC/cm² and for V_a = 0 and 1 V.

The denominator is 10 + 2 × 0.010 × 30 = 10.6 nm. At V_a = 0 the part of the field that does not depend on P is

0.5 V/10.6 nm = 47.2 MV/m,

about 6 % below the ideal value. The polarization term is

2LP/ε₀ = 2 × 10⁻¹¹ × 0.20/(8.854×10⁻¹²) V = 0.452 V,

which gives a depolarizing field of 42.6 MV/m, directed against P. The total mean field is therefore

- for +P: 47.2 − 42.6 = 4.6 MV/m;
- for −P: 47.2 + 42.6 = 89.8 MV/m.

The actual field in the film thus depends strongly on the stored state. The work function difference supplies the part that stays the same when P reverses. For −P the two contributions add, and the field comes close to E_c, which is 100 MV/m in this unit. Setting E = E_c at V_a = 0 shows that the smallest thickness at which −P can be stored rises from the 5 nm of part (d) to 8.9 nm.

If the film switches when its own mean field reaches ±E_c, the voltages follow from the last formula. Switching from −P to +P needs

V_a = 1.06 + (−0.452) − 0.50 = 0.11 V,

where 1.06 V is E_c times 10.6 nm. The reverse switching needs

V_a = −1.06 + 0.452 − 0.50 = −1.11 V.

These values use the depolarizing field of the fully polarized state. They hold if the film reverses as a whole, or in domains wide compared with its thickness, and the loop is then narrower than in part (d): 1.22 V against 2.00 V. If the reversal is gradual and every part of the film responds to the mean field, that field drops as the mean P changes. Switching then only begins at these voltages. By the same formula P passes through zero at 0.56 and −1.56 V, and the reversal is complete at 1.01 and −2.01 V. The loop is then slanted, and at P = 0 it is 2.12 V wide. In both cases its centre is still −0.50 V. For equally screening electrodes and uniform fixed charge, then, the centre of the loop lies at −V_bi and so gives the built-in voltage, even though the total field does not.

*Interface dipoles.* Charge rearranged at the contacts can cancel part of the difference between the work functions of the free metal surfaces. If half of the difference is passed on, the built-in field with perfect screening is

0.50 × 50 MV/m = 25 MV/m.

The 0.5 eV in part (a) must therefore be the difference of effective work functions, with such dipoles included.

**(f) Tunnelling and breakdown**

For a nearly uniform field the barrier falls linearly across the film, from B_high at the injecting electrode to B_low. The leading exponential factor of the tunnelling probability is exp(−G), with

G = 2∫ √(2mB)/ħ dx,

where m is the tunnelling mass. The barrier changes by eE per length, so dx can be replaced by dB/(eE) when the integral runs from B_low to B_high. The integral of √B is (2/3)B^(3/2), and so

G = 4√(2m) (B_high^(3/2) − B_low^(3/2))/(3ħeE).

At short circuit the barrier runs between 2.5 and 2.0 eV at 50 MV/m, which gives G = 68.7 and a factor of order 10⁻³⁰. The net current is zero in any case, because the Fermi levels are equal and the flows in the two directions balance. The field of 0.5 MV/cm is one eighth of the assumed breakdown field. With the electrodes of part (e) and the state −P it is 0.90 MV/cm, still less than a quarter of that limit.

With V_a = +2 V and perfect electrodes the applied and built-in voltages add:

E = (2.0 + 0.5) V/10 nm = 2.50 MV/cm.

Electrons are now injected from electrode 2. The barrier falls by 2.5 eV, from B₂ to zero at electrode 1, and G = 48.3. The factor is of order 10⁻²¹, still very small. With V_a = −2 V the field is −1.50 MV/cm. The built-in voltage thus makes the field considerably larger for one polarity of a symmetric drive than for the other. The tunnelling exponent differs much less: at −2 V the electrons start from electrode 1, where the barrier is only 2.0 eV, and G = 50.4. Even so, with perfect electrodes this small difference in the exponent makes the factor exp(−G) about eight times smaller than at +2 V. Finite screening shifts the barriers and changes this ratio.

The larger field is 2.50/4.0 = 0.625 of the assumed breakdown field, so the drive stays below that limit with a moderate margin. With the electrodes of part (e) the margin is smaller as long as the film is still in the state −P: the mean field is then (2.0 + 0.5 + 0.452) V/10.6 nm = 2.78 MV/cm, or 0.70 of the limit. This compares two field values and does not predict a lifetime. The exponent also leaves out the thermal excitation of electrons above the Fermi level, the lowering of the barrier by image charges, and current that passes through defects in steps.

**Comparison with real films**

The thickness, polarization, coercive field and breakdown field above are of the right order for ferroelectric hafnia capacitors, but they vary with composition and processing. Two choices are mild. The effective screening length L = 0.010 nm is small, and a larger value strengthens the depolarizing field. With L = 0.02 nm the formula of part (e) gives 125 MV/m for −P at zero voltage. This exceeds E_c, so that state could not be stored in the 10 nm film. The donor density is also modest, since films rich in charged oxygen vacancies can hold much more fixed charge, and the tilt of part (b) grows in proportion. Real contacts also break the assumption that the full work function difference reaches the film; the illustrative loss of one half moves the answer from 50 to 25 MV/m. Finally, charge trapped near one electrode can shift a measured loop, because with imperfect screening it changes the mean field. In the model of part (e) this shift is small unless the charge is dense: a sheet of 10¹³ elementary charges per cm² lying 0.5 nm from one electrode moves the centre by 0.016 V for L = 0.010 nm, and the shift is proportional to the charge and to L. If switching starts locally, the local field matters as well. A measured imprint is therefore not by itself a measurement of the work function difference. The values used here are collected in the numerical output below.

Table of computed values

```
INPUTS (round, rough hafnia regime)
film thickness: 10.0 nm
work functions W1, W2: 4.50, 5.00 eV
electron affinity: 2.50 eV
relative permittivity of film: 30
donor density: 1.0e+18 cm^-3
polarization: 20.0 uC/cm2
coercive, breakdown field: 1.0, 4.0 MV/cm
temperature of use: 358 K
density-of-states, tunnelling mass: 1.0, 0.2 m_e
metal screening length: 0.050 nm
metal relative permittivity: 5.0
MAIN RESULT
built-in voltage: 0.500 V
built-in field: 50.00 MV/m = 0.500 MV/cm
CHARGES AT SHORT CIRCUIT, P = 0
electrode 1: 1.248 uC/cm2
electrode 2: -1.408 uC/cm2
donors in film: 0.160 uC/cm2
FIXED AND MOBILE CHARGE
field tilt e N d/(2 eps): 3.02 MV/m
field at electrode 1: 46.98 MV/m
field at electrode 2: 53.02 MV/m
barriers B1, B2: 2.00, 2.50 eV
effective density of states Nc: 3.27e+19 cm^-3
neutral band-edge height u_n: 0.108 eV
largest electron/donor density ratio: 2.3e-27
depletion widths w1, w2: 79.2, 89.1 nm
thickness limit of full depletion: 168.3 nm
300 nm film, mean field: 1.667 MV/m
300 nm film, |centre field|: 3.9e-04 MV/m
IMPRINT
coercive voltages without V_bi: 1.00, -1.00 V
coercive voltages with V_bi: 0.50, -1.50 V
IMPERFECT ELECTRODES
effective screening length L: 0.010 nm
mean field for +P: 4.6 MV/m
mean field for -P: 89.8 MV/m
part independent of P: 47.2 MV/m
part reversing with P (for +P): -42.6 MV/m
share of work function difference passed on: 0.50
built-in field with that share: 25.0 MV/m
TUNNELLING AND BREAKDOWN
tunnelling exponent, short circuit: 68.7
drive voltage: 2.0 V
tunnelling exponent, +drive: 48.3
field at +drive: 2.50 MV/cm
field at -drive: -1.50 MV/cm
+drive field / breakdown field: 0.625
```
